Vertical charge transition levels from the eigenvalue at half occupation

Q: You propose to find the energy of adding an electron to a defect by running a calculation with half an electron in the defect orbital. No defect holds half an electron. What quantity are you after?

A: An energy difference between two ordinary charge states. Half occupation is only a point on a path between them. Let a supercell contain a defect in charge state q, with charge counted in units of the elementary charge. Adding one electron gives charge q−1. Keep the cell and all nuclei fixed, and let n, between 0 and 1, be the occupation of the defect orbital being filled. All other occupations stay fixed. Call E(n) the self-consistent Kohn-Sham energy, so that E(0) belongs to charge q and E(1) to charge q−1. The quantity wanted is

ΔE = E(1) − E(0).

Q: How is that a transition level?

A: Let μ be the electron chemical potential measured from the valence-band maximum E_V. A defect of charge q has given q electrons to a reservoir at energy E_V + μ, so its formation energy contains E_q + q(E_V + μ), where the subscript is the charge: E_q = E(0) and E_(q−1) = E(1). Leave aside corrections for the finite size of the cell, which are discussed later; the other terms do not depend on charge. The two charge states are equally favourable when

E_q + q(E_V + μ) = E_(q−1) + (q−1)(E_V + μ).

Subtracting (q−1)(E_V + μ) + E_q + E_V from both sides gives

μ = E_(q−1) − E_q − E_V = ΔE − E_V.

Because both energies are taken at one geometry, this is a vertical level. The thermodynamic level uses the relaxed geometry of each charge state. If the fixed geometry is the relaxed one of charge q, relaxing the final state lowers E_(q−1), so the thermodynamic level lies below this vertical level by that relaxation energy.

Q: Then subtract two total energies. Why should an eigenvalue know anything about the difference?

A: Because the eigenvalue is the slope of E(n). This is Janak's theorem. Write the energy as

E = Σ_i f_i ⟨φ_i|T|φ_i⟩ + F[ρ↑, ρ↓],

where T is the kinetic-energy operator, f_i are the occupations, and F holds the external, Hartree and exchange-correlation energies. The index i includes spin, and each spin density is

ρ_σ(r) = Σ_(i in σ) f_i |φ_i(r)|².

The effective potential is v_σ = δF/δρ_σ. At self-consistency the orbitals are orthonormal and satisfy

(T + v_σ) φ_i = h_σ φ_i = e_i φ_i.

Now change one occupation f_k by df_k and let all orbitals readjust. The energy changes by

dE = df_k ⟨φ_k|T|φ_k⟩ + Σ_i f_i d⟨φ_i|T|φ_i⟩ + Σ_σ ∫ v_σ dρ_σ dr.

The density change has an explicit part, df_k |φ_k|², and a response part, Σ_i f_i d|φ_i|². Insert both and combine each kinetic term with its potential term:

dE = df_k ⟨φ_k|h|φ_k⟩ + Σ_i f_i (⟨dφ_i|h|φ_i⟩ + ⟨φ_i|h|dφ_i⟩).

Here h means h_σ for the spin of the orbital. It is Hermitian and φ_i is its eigenfunction, so the bracket in the sum is

e_i (⟨dφ_i|φ_i⟩ + ⟨φ_i|dφ_i⟩) = e_i d⟨φ_i|φ_i⟩ = 0,

since the norm stays equal to one. What remains is

dE/df_k = e_k.

Q: You have dropped the relaxation of the other orbitals, then.

A: No. Their response was allowed, and its first-order effect on the energy vanished. Relaxation still shapes e_k, because the eigenvalue is computed in the self-consistent potential at each n. With e(n) the eigenvalue of the defect orbital, the theorem reads E'(n) = e(n), and therefore

ΔE = ∫₀¹ e(n) dn.

This requires one self-consistent branch that varies smoothly with n. I assume that E''' is continuous on the interval; the higher terms used below require correspondingly more derivatives.

Q: A charged periodic cell has an arbitrary zero of potential. Shift the potential by a constant C and your eigenvalue changes. Does the theorem survive?

A: It survives if the energy and the potential use the same convention. A constant C in the potential must be matched by C times the electron number in the energy. Otherwise e shifts by C while dE/dn does not. A charged cell is usually treated with a uniform neutralizing background, and the zero-wavevector electrostatic term is dropped. If it is dropped from the energy, differentiation gives a potential that also lacks it, and E' = e holds. Comparison with E_V needs one more thing: the potentials of the defect cell and the pristine host must refer to a common zero. Janak's theorem does not supply that alignment.

Q: Fine, you have an integral. Replacing it by the integrand at n = 1/2 is a guess until you show what was lost.

A: The loss can be written down without expanding anything. Define a weight

K(n) = n²/2 for n ≤ 1/2,
K(n) = (1−n)²/2 for n ≥ 1/2,

and integrate K e'' by parts twice on each half. On the left half,

∫₀^(1/2) (n²/2) e'' dn = e'(1/2)/8 − ∫₀^(1/2) n e' dn
= e'(1/2)/8 − e(1/2)/2 + ∫₀^(1/2) e dn.

The boundary terms at n = 0 vanish because n²/2 and n do. On the right half the weight has derivative −(1−n), so

∫_(1/2)^1 [(1−n)²/2] e'' dn = −e'(1/2)/8 + ∫_(1/2)^1 (1−n) e' dn
= −e'(1/2)/8 − e(1/2)/2 + ∫_(1/2)^1 e dn.

Add the two lines. The slopes at the midpoint cancel, and the two halves of e(1/2) combine:

∫₀¹ K e'' dn = ∫₀¹ e dn − e(1/2).

Since e'' = E''', this is

ΔE − e(1/2) = ∫₀¹ K(n) E'''(n) dn.

Q: That is an integral over a function I do not know. Where is a usable error?

A: The weight is nowhere negative, and its area is

∫₀¹ K dn = 2 ∫₀^(1/2) n²/2 dn = 2 × (1/48) = 1/24.

The integral therefore lies between 1/24 of the smallest and 1/24 of the largest value of E''' on the interval. As E''' is continuous, it takes every value between those two, so there is a point ξ in the interval with

ΔE = e(1/2) + E'''(ξ)/24.

This is the Slater transition-state estimate with its error. The estimate is e(1/2), and the exact difference exceeds it by E'''(ξ)/24. "Exact" here means the total-energy difference of the same density functional. The functional's own error is untouched.

Q: I would have evaluated the third derivative at n = 1/2. Is that the same thing?

A: It is the leading term. Expand e about the midpoint, with s = n − 1/2, and integrate over a window of width w centred there. Odd powers of s cancel. The even ones need

∫ s² ds = w³/12 and ∫ s⁴ ds = w⁵/80,

taken from −w/2 to w/2. The Taylor coefficients are e''/2 and e''''/24, so

E(1/2 + w/2) − E(1/2 − w/2) = w e(1/2) + w³ E'''(1/2)/24 + w⁵ E⁽⁵⁾(1/2)/1920 + …

For a whole electron w = 1, and nothing makes the later terms small by itself. The midpoint value of E''' is sure to be a good measure of the error if E''' changes over the interval by only a small fraction of that value; otherwise it may or may not be.

Q: Why go to half occupation at all? I already have the eigenvalues of the two real charge states.

A: Each of them misses at a lower order. Expanding from either end and integrating gives

ΔE − e(0) = E''(0)/2 + …
ΔE − e(1) = −E''(1)/2 + …

The second derivative measures how much the level moves as it fills. Averaging the two ends removes this term when E'' is constant. For the remainder, integrate by parts with the weight n(1−n)/2, which vanishes at both ends and has derivative (1−2n)/2:

∫₀¹ [n(1−n)/2] e'' dn = −∫₀¹ [(1−2n)/2] e' dn
= [e(0) + e(1)]/2 − ∫₀¹ e dn.

In the last step the boundary term is −[(1−2n)e/2] between 0 and 1, which is [e(1) + e(0)]/2, and the derivative of (1−2n)/2 is −1. The area of this weight is (1/2 − 1/3)/2 = 1/12. For constant E''' the average thus errs by twice as much as the midpoint, in the opposite direction, and it takes two calculations.

Q: Show me a case in which the midpoint rule could have failed.

A: Take a one-dimensional model supercell in Hartree atomic units. Eight ions sit 4 bohr apart on a ring of length 32 bohr. Seven have charge 2, and one, the donor, has charge 3. Electrons and ions interact through a Coulomb potential softened over 1 bohr, without its zero-wavevector term. The exchange energy is −A times the integral of ρ_σ^(4/3), summed over spins, with A = 0.5. There is no correlation term. The constant ion-ion energy, which cancels in ΔE, is left out of the total energies. These are round model parameters and describe no particular material.

Eight orbitals of each spin are full. The ninth spin-up orbital is filled from n = 0, where the cell has charge +1, to n = 1, where it is neutral. At half occupation, about 91% of this orbital lies within 6 bohr of the donor. The eigenvalues are

e(0) = −0.04424 Ha
e(1/2) = −0.02051 Ha
e(1) = 0.00409 Ha.

Their sign says nothing about binding, because the zero is the average electrostatic potential. The total energies give

ΔE = −5.0590925 − (−5.0386972) = −0.0203953 Ha.

The midpoint error is

ΔE − e(1/2) = −0.0203953 + 0.0205104 = 0.000115 Ha,

or 3.1 meV. The end eigenvalues miss by 0.0238 Ha and −0.0245 Ha, about two hundred times as much. Their average misses by −0.00032 Ha.

Q: And does one twenty-fourth of the third derivative account for the 0.000115 Ha?

A: For most of it. At n = 1/2 the third derivative obtained from the eigenvalue curve is 0.00208 Ha, and total energies alone give 0.00209 Ha. The first terms of the expansion are

E'''(1/2)/24 = 0.0000866 Ha
E⁽⁵⁾(1/2)/1920 = 0.0000138 Ha.

The first is 75% of the actual error. Together they make 0.0001004 Ha, or 87%; the rest is not captured by these two terms. The integral with the weight K gives 0.0001151 Ha, equal to the directly computed error to the digits shown.

A narrower window isolates the coefficient. For w = 0.2 the prediction is

0.008 × 0.0000866 + 0.00032 × 0.0000138 = 6.97 × 10⁻⁷ Ha,

and the energy difference minus w e(1/2) is also 6.97 × 10⁻⁷ Ha. The numerical check tests this agreement, Janak's theorem and both remainder integrals.

Q: An error of 3 meV looks suspiciously good. Should I expect that in general?

A: No, and the model itself shows why. Across the interval E''' falls from 0.105 Ha at n = 0 to −0.065 Ha at n = 1, so it changes sign. Its average with weight K is

24 × 0.0001151 = 0.0028 Ha,

far smaller in size than either extreme. Two properties of K can bring this about. It is symmetric about n = 1/2, so any part of E''' that is odd about the midpoint drops out. It also vanishes at both ends, so large values of E''' there count little. The end values separate the two effects. At the ends the odd part has size (0.105 + 0.065)/2 = 0.085 Ha and the even part is (0.105 − 0.065)/2 = 0.020 Ha, so symmetry removes most of the range. The even part rises from 0.002 Ha at the midpoint to 0.020 Ha at the ends, and the small weight of K there keeps its average near the midpoint value. The range of E''' by itself guarantees only an error below

0.105/24 = 0.0044 Ha,

about 0.12 eV. That is a bound, and the actual error is far inside it. The average of the end eigenvalues errs by 2.8 times the midpoint error here, where a constant E''' would give 2. Its weight n(1−n)/2 is also symmetric about the midpoint, so the departure from 2 comes from the even part of E''', which is not constant.

Q: Where does the level end up?

A: The host valence-band maximum is at −0.28975 Ha, and the host gap is 0.360 Ha. Hence

ΔE − E_V = −0.02040 + 0.28975 = 0.26935 Ha, or 7.329 eV
e(1/2) − E_V = −0.02051 + 0.28975 = 0.26924 Ha, or 7.326 eV.

The level lies in the gap, 0.091 Ha below the conduction-band minimum. Both cells use zero average electrostatic potential. No further alignment and no finite-size correction has been applied, so the values belong to this cell and are not the limit of an isolated donor.

Q: That correction worries me. Your half-occupied cell has charge +1/2, and it interacts with its periodic images differently from either end state.

A: It does. The part of that interaction that is quadratic in the charge does no harm: its third derivative is zero, so the midpoint rule treats it without error. The same holds for a linear part. Terms of higher order in the charge can change the midpoint error. Suppose the correction to the energy at fixed geometry is c(q−n)², where c depends on the cell and on screening. The total-energy difference is then corrected by

c(q−1)² − cq² = c(1 − 2q).

The correction to the eigenvalue must be the derivative of the same energy, taken at n = 1/2:

−2c(q − 1/2) = c(1 − 2q).

The two agree. For q = +1 both equal −c. Using the charge +1 in the eigenvalue correction would give −2c, and omitting the correction would give zero. Either choice is wrong by c in magnitude. If frozen ionic displacements add a term linear in n, its derivative is constant and it also passes through unchanged. Finding c is a separate problem, which the half-occupation method does not solve.

Q: When would you refuse to use the estimate?

A: When e(n) is not smooth inside the interval. Suppose that at some n* > 1/2 the lowest solution changes to one with the electron in an orbital of different character. The energy is continuous there, but the eigenvalue jumps from a constant e_a to a constant e_b. Then

ΔE = n* e_a + (1 − n*) e_b,

while the midpoint returns e_a. The error is (1 − n*)(e_b − e_a), which no third derivative at n = 1/2 can reveal. This can happen when two self-consistent solutions, for example one spread out and one localized, cross in total energy. Following the orbital through several occupations can expose it. In the model, at the occupations computed, successive donor orbitals overlap by at least 0.9996, and the level stays at least 0.12 Ha from its spin-up neighbours. This shows that one branch was followed smoothly; it does not by itself exclude another solution of lower energy.

The opposite limit is harmless. If a functional makes E(n) a straight line between integers, e is constant inside the interval, and half occupation gives ΔE without error. Jumps of the eigenvalue at the integers themselves do not matter, since the integral never crosses them.

Between these limits, calculations of the two end states test the estimate. If both can be converged, compare e(1/2) with E(1) − E(0). The discrepancy is the average of E''' with weight K, divided by 24.

Calculated quantities

```
sites in supercell: 8; grid points: 96
site spacing: 4.0 bohr
supercell length: 32.0 bohr
softening length: 1.0 bohr
exchange strength A: 0.5 atomic units
host ion charge: 2.0 e
donor ion charge: 3.0 e
host valence-band maximum: -0.289748 Ha
host conduction-band minimum: 0.070607 Ha
host gap: 0.360355 Ha
donor orbital weight within 6 bohr, n=1/2: 0.917 (fraction)
smallest overlap of successive donor orbitals: 0.99966 (number)
smallest distance to the level below: 0.160044 Ha
smallest distance to the level above: 0.123925 Ha
electronic energy E(0): -5.0386972 Ha
electronic energy E(1): -5.0590925 Ha
exact difference E(1)-E(0): -0.0203953 Ha
eigenvalue e(0): -0.0442386 Ha
eigenvalue e(1/2): -0.0205104 Ha
eigenvalue e(1): 0.0040883 Ha
slope dE/dn at 1/2 from total energies: -0.0205104 Ha
exact minus e(0): 0.0238433 Ha
exact minus e(1): -0.0244836 Ha
exact minus average of e(0) and e(1): -0.0003202 Ha
exact minus e(1/2): 0.0001151 Ha
remainder integral with kernel K: 0.0001151 Ha
third derivative at 1/2 from eigenvalues: 0.002077 Ha
third derivative at 1/2 from total energies: 0.002094 Ha
smallest third derivative on 0..1: -0.064883 Ha
largest third derivative on 0..1: 0.104600 Ha
24 times (exact minus e(1/2)): 0.002763 Ha
third derivative at 1/2 over 24: 0.0000866 Ha
fifth derivative at 1/2: 0.0266 Ha
fifth derivative at 1/2 over 1920: 0.0000138 Ha
narrow window width: 0.20 (occupation)
narrow window: difference minus width*e(1/2): 0.000000697 Ha
narrow window: two-term prediction: 0.000000697 Ha
vertical level above host VBM, exact: 0.269353 Ha
vertical level above host VBM, half occupation: 0.269238 Ha
vertical level above host VBM, exact: 7.3295 eV
vertical level above host VBM, half occupation: 7.3263 eV
exact minus e(1/2): 3.132 meV
```
